\section*{A small Methfessel-Paxton entropy term does not certify k-point convergence}

\section{The result}

In first-order Methfessel-Paxton smearing of width $\sigma$, a small or negative entropy term $-\sigma S$ does not show that a Brillouin-zone sum is converged. For a converged sum and a density of states $D$ that is smooth near the Fermi level, the leading smearing errors are
\begin{equation}
F-E_0=\frac{\sigma^4D''}{32},\qquad -\sigma S=\frac{\sigma^4D''}{8}.
\label{law}
\end{equation}
The sign is that of the curvature $D''$ at the Fermi level. No mesh appears in these formulas. The error of a finite mesh is a separate quantity, and it can be large while $-\sigma S$ is tiny.

Here $E$ is the band energy with smeared occupations, $F=E-\sigma S$, and $E_0$ is the energy with sharp occupations and a complete $k$-integral. The bands are fixed, the electrons independent and the electron number $n$ is fixed. All quantities are per cell, and $D$ counts both spins. With $x=(\varepsilon-\mu)/\sigma$, the smeared delta function, the occupation and the entropy function are
\begin{align}
\delta_1(x)&=\frac{e^{-x^2}}{\sqrt\pi}\left(\frac32-x^2\right),\label{kernel}\\
f(x)&=\frac12\,\mathrm{erfc}(x)-\frac{x\,e^{-x^2}}{2\sqrt\pi},\\
s(x)&=\frac{(1-2x^2)\,e^{-x^2}}{4\sqrt\pi}.\label{s}
\end{align}
$S$ is the sum of $s$ over all states. It is a generalized entropy, not a thermal one: $s$ is negative for $x^2>1/2$, so $S$ may have either sign.

\section{A counter-example with eight points}

Take a chain with one orbital per cell, $\varepsilon(k)=-2t\cos k$ and $t=0.05$ Ha, at half filling, $n=1$. The states with $|k|<\pi/2$ are filled, so
\begin{equation}
E_0=2\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}(-2t\cos k)=-\frac{4t}{\pi}=-0.063662\ \text{Ha}.
\end{equation}
Now use the mesh $k_j=2\pi(j+\phi)/M$ with $M=8$, $\phi=1/2$, and $\sigma=0.01$ Ha. The points are $\pm\pi/8,\pm3\pi/8,\pm5\pi/8,\pm7\pi/8$. Their energies come in pairs $\pm\varepsilon$, and $f(x)+f(-x)=1$, so $\mu=0$ gives $n=1$. This symmetric solution is used for every half-filled mesh below. It need not be the only one, because $f$ is not monotonic. On the present mesh $\mu=\pm0.0299$ Ha also gives $n=1$, with $-\sigma S=145\ \mu$Ha and $F-E_0=-1521\ \mu$Ha. Even there the entropy term is ten times smaller than the error; at $\mu=0$ the contrast is far greater.

The four levels nearest to $\mu$ have $|\varepsilon|=0.1\cos(3\pi/8)=0.0383$ Ha, hence $x^2=100\cos^2(3\pi/8)=14.645$. Each $k$-point has weight $1/8$ and spin factor 2, so these four levels together carry weight 1:
\begin{equation}
-\sigma S\simeq-\sigma s(3.83)=0.01\,\frac{28.3\,e^{-14.645}}{4\sqrt\pi}\ \text{Ha}\simeq0.017\ \mu\text{Ha}.
\end{equation}
The other levels lie at $|x|=9.2$ and add nothing visible. The occupations are practically 0 and 1, and the energy is
\begin{equation}
F_8\simeq\frac28\cdot2\,(-0.1)\left(\cos\frac\pi8+\cos\frac{3\pi}8\right)=-0.065328\ \text{Ha}.
\end{equation}
It lies $1666\ \mu$Ha, or 45 meV, below $E_0$. The entropy term is smaller than this error by a factor of about $10^5$.

Halving $\sigma$ to $0.005$ Ha makes the contrast extreme. The entropy term falls to $3\times10^{-21}\ \mu$Ha and the error stays at $-1666\ \mu$Ha. The entropy term responds to levels within a few $\sigma$ of $\mu$. This mesh has none there, so the metal looks like an insulator. More generally, if a mesh leaves a gap between its filled and empty levels, then $\sigma\to0$ at fixed mesh sends $\sigma S$ to zero, while the sampling error tends to a fixed value that is in general not zero.

A negative entropy term is no better a sign. With $M=20$ and $\sigma=0.01$ Ha, the two symmetric choices of offset give, in $\mu$Ha,
\begin{center}
\begin{tabular}{cccc}
$\phi$ & $-\sigma S$ & $F-E_0$ & $(3F+E)/4-E_0$\\
$1/2$ & $190$ & $-227.1$ & $-274.6$\\
$0$ & $-281$ & $242.4$ & $312.7$
\end{tabular}
\end{center}
Moving the mesh by half a spacing reverses both signs, although the chain, and with it $D''$, is unchanged. For $\phi=1/2$ the values $\mu=\pm0.0071$ Ha also give $n=1$, with $-\sigma S=78$ and $F-E_0=-203\ \mu$Ha; the signs are the same as at $\mu=0$. The last column is the estimate of $E_0$ that follows from (\ref{law}), derived below. On this mesh it increases the error.

\section{The correct statement}

Let the $k$-sum be converged at the given $\sigma$. Let $D$ be positive at the Fermi level $\varepsilon_F$ and smooth over a range of several $\sigma$ around it, with $D''(\varepsilon_F)\neq0$. Then (\ref{law}) holds to leading order in $\sigma$, and
\begin{equation}
E-E_0=(F-E_0)+\sigma S=\sigma^4D''\left(\frac1{32}-\frac18\right)=-\frac{3\sigma^4D''}{32}.
\end{equation}
On a finite mesh of $M$ points the total error splits into two parts,
\begin{equation}
F_M-E_0=(F_M-F)+(F-E_0),
\end{equation}
where $F$ without index belongs to the complete $k$-integral. The law (\ref{law}) concerns the second bracket. The first is the sampling error.

\section{Proof of the smearing law}

\subsection{Moments}

Let $\langle\cdot\rangle$ be an average with weight $e^{-x^2}/\sqrt\pi$. Then $\langle x^2\rangle=1/2$, $\langle x^4\rangle=3/4$, $\langle x^6\rangle=15/8$ and $\langle x^8\rangle=105/16$. The moments $M_p=\int x^p\delta_1dx=\frac32\langle x^p\rangle-\langle x^{p+2}\rangle$ are
\begin{align}
M_0&=\tfrac32-\tfrac12=1, & M_2&=\tfrac34-\tfrac34=0,\nonumber\\
M_4&=\tfrac98-\tfrac{15}8=-\tfrac34, & M_6&=\tfrac{45}{16}-\tfrac{105}{16}=-\tfrac{15}4.
\end{align}
Odd moments vanish. The vanishing of $M_2$ removes the $\sigma^2$ error of plain Gaussian smearing. Differentiation of the definitions gives
\begin{equation}
f'(x)=-\delta_1(x),\qquad s'(x)=-x\,\delta_1(x).
\label{derivs}
\end{equation}

\subsection{The grand potential as a convolution}

At given $\mu$ let $\Omega_\sigma=F-\mu N_\sigma$, where $N_\sigma$ is the smeared electron number. Each state contributes $\sigma(xf-s)$. By (\ref{derivs}),
\begin{equation}
\frac{d}{dx}(xf-s)=f-x\delta_1+x\delta_1=f.
\end{equation}
Since $dx/d\mu=-1/\sigma$, it follows that $\partial\Omega_\sigma/\partial\mu=-N_\sigma$ and
\begin{equation}
\frac{\partial^2\Omega_\sigma}{\partial\mu^2}=-\int D(\varepsilon)\,\delta_1\!\left(\frac{\varepsilon-\mu}\sigma\right)\frac{d\varepsilon}\sigma=-\int\delta_1(y)\,D(\mu+\sigma y)\,dy.
\end{equation}
The sharp grand potential $\Omega_0(\mu)=\int^\mu(\varepsilon-\mu)D\,d\varepsilon$ obeys $\Omega_0''=-D$. Therefore $\Omega_\sigma(\mu)$ and $\int\delta_1(y)\Omega_0(\mu+\sigma y)dy$ have the same second derivative. Both vanish, with their slopes, far below the band, so they are equal:
\begin{equation}
\Omega_\sigma(\mu)=\int\delta_1(y)\,\Omega_0(\mu+\sigma y)\,dy.
\end{equation}
Expand $\Omega_0$ about $\mu$ and insert the moments, with $\Omega_0''''=-D''$ and a sixth derivative $-D''''$:
\begin{align}
\Omega_\sigma-\Omega_0&=\frac{\sigma^4}{24}\left(-\frac34\right)(-D'')+\frac{\sigma^6}{720}\left(-\frac{15}4\right)(-D'''')+\dots\nonumber\\
&=\frac{\sigma^4D''}{32}+\frac{\sigma^6D''''}{192}+\dots
\label{series}
\end{align}
The expansion needs a smooth $D$ where $\delta_1$ has weight. A band edge or van Hove singularity at distance $\Delta$ matters in two ways. The weight of $\delta_1$ beyond it is of order $e^{-\Delta^2/\sigma^2}$. Close to it the higher derivatives of $D$ also grow. Where the singularity dominates the variation of $D$, the second term of the series is smaller than the first only by a factor of order $(\sigma/\Delta)^2$. Both effects are then small for $\sigma\ll\Delta$, and the law fails when $\sigma$ approaches $\Delta$. Other structure in $D$, or a small $D''$, can make the second term more important than this estimate suggests.

\subsection{From fixed $\mu$ to fixed electron number}

Let $G(\mu)=\Omega_\sigma(\mu)+\mu n$. Then $G'=n-N_\sigma$ vanishes at the smeared chemical potential $\mu_\sigma$, where $G=F$. From (\ref{series}), $N_\sigma(\varepsilon_F)=n-\sigma^4D'''/32$ to leading order, so the shift is
\begin{equation}
\mu_\sigma-\varepsilon_F\simeq\frac{\sigma^4D'''}{32D}.
\end{equation}
Because $G'(\mu_\sigma)=0$ and $G''\simeq-D$,
\begin{equation}
F=G(\mu_\sigma)\simeq G(\varepsilon_F)+\frac D2(\mu_\sigma-\varepsilon_F)^2.
\end{equation}
The last term is of order $\sigma^8$. Since $E_0=\Omega_0(\varepsilon_F)+\varepsilon_Fn$, the series (\ref{series}) is also that of $F-E_0$ through order $\sigma^6$. This proves the first half of (\ref{law}).

\subsection{The entropy term}

For any set of levels, vary $\sigma$ at fixed $n$ and, if several values of $\mu$ give this $n$, follow one of them continuously. By (\ref{derivs}), $\sigma\,ds=\sigma x\,df=(\varepsilon-\mu)\,df$. With sums over all states,
\begin{align}
dF&=\sum(\varepsilon\,df-\sigma\,ds)-S\,d\sigma=\mu\sum df-S\,d\sigma=-S\,d\sigma,
\label{slope}
\end{align}
because $\sum df=dn=0$. Thus $-\sigma S=\sigma\,dF/d\sigma$: the entropy term measures how $F$ changes with $\sigma$. Applied to the series it multiplies the $\sigma^4$ term by 4 and the $\sigma^6$ term by 6:
\begin{equation}
-\sigma S=\frac{\sigma^4D''}8+\frac{\sigma^6D''''}{32}+\dots
\end{equation}
This is the second half of (\ref{law}). Subtracting a quarter of the entropy term cancels the leading error:
\begin{equation}
\frac{3F+E}4=F+\frac{\sigma S}4=E_0-\frac{\sigma^6D''''}{384}+\dots,
\label{extra}
\end{equation}
where $\frac1{192}-\frac1{128}=-\frac1{384}$. The identity (\ref{slope}) holds on every mesh, but on a coarse one it describes the slope of the wrong function $F_M(\sigma)$.

\section{The sign on a converged mesh}

A third-neighbour-cell hopping $t_3$ lets the curvature change sign: $\varepsilon(k)=-2t\cos k-2t_3\cos3k$. The velocity is $v=d\varepsilon/dk=2t\sin k+6t_3\sin3k$, positive for $0<k<\pi$ with the values used here. The filling is $n=2k_F/\pi$, so $D=2/(\pi v)$. Each energy derivative is $v^{-1}d/dk$, and with primes on $v$ denoting $d/dk$,
\begin{equation}
D''=\frac2\pi\left(\frac{3v'^2}{v^5}-\frac{v''}{v^4}\right).
\end{equation}
At half filling $v'=0$, $v=2t-6t_3$ and $v''=-2t+54t_3$, hence
\begin{equation}
D''=\frac2\pi\,\frac{2t-54t_3}{(2t-6t_3)^4}.
\end{equation}
For $t_3=0$ this is $636.6\ \text{Ha}^{-3}$; for $t_3=0.005$ Ha it is $-4507.5\ \text{Ha}^{-3}$. At $\sigma=0.01$ Ha the law gives for the first chain $F-E_0=10^{-8}\times636.6/32$ Ha $=0.199\ \mu$Ha. Direct sums over 4000 $k$-points give, in $\mu$Ha,
\begin{center}
\begin{tabular}{ccccc}
$t_3$ (Ha) & $F-E_0$ & law & $-\sigma S$ & law\\
$0$ & $0.202$ & $0.199$ & $0.814$ & $0.796$\\
$0.005$ & $-1.253$ & $-1.409$ & $-4.747$ & $-5.634$
\end{tabular}
\end{center}
Both chains are well sampled, yet their entropy terms have opposite signs. For the second chain $F-E_0$ is 11\% smaller in magnitude than the law, because $\sigma$ is not very small on the scale over which $D$ varies. At $\sigma=0.001$ Ha the deviation is 0.13\%. The estimate (\ref{extra}) now works as intended: it leaves $-0.0016$ and $-0.067\ \mu$Ha.

The sign belongs to the Fermi level, not to the chain as a whole. With $t_3=0.005$ Ha and $k_F=0.3\pi$, that is $n=0.6$, the curvature is $+1813\ \text{Ha}^{-3}$.

\section{The sampling error}

\subsection{Derivation for the chain}

Let $w(k)$ be the contribution $\sigma(xf-s)$ of one state to $\Omega$, so that $dw/d\varepsilon=f$. A mesh average keeps those Fourier components $e^{ipk}$ of $2w$ for which $p=mM$ with integer $m$, each with phase $e^{2\pi im\phi}$. The term $m=0$ is the complete integral. Since $w$ is even in $k$, the terms $\pm m$ combine into
\begin{equation}
\Omega_M-\Omega=\sum_{m\ge1}2\cos(2\pi m\phi)\,c_{mM},\qquad c_p=\frac1\pi\int_{-\pi}^{\pi}w\cos(pk)\,dk.
\end{equation}
Two integrations by parts, with periodic boundary terms that cancel, give
\begin{equation}
c_p=-\frac1{\pi p^2}\int_{-\pi}^{\pi}\left(-\frac{v^2\delta_1}\sigma+f\,v'\right)\cos(pk)\,dk.
\end{equation}
The second term varies slowly except at the Fermi points. Further integrations by parts make it smaller by powers of $1/p$, so it is dropped. In the first, linearize the band near each Fermi point, $k=\pm(k_F+\sigma y/v)$, with $v$ taken at $k_F$. The two points contribute equally:
\begin{equation}
c_p\simeq\frac{2v}{\pi p^2}\cos(pk_F)\,g\!\left(\frac{p\sigma}v\right),\qquad g(q)=\int\delta_1(y)\cos(qy)\,dy.
\end{equation}
The Gaussian part of $\delta_1$ transforms to $\frac32e^{-q^2/4}$. The $y^2$ part follows from $-d^2/dq^2$ and gives $(\frac12-\frac{q^2}4)e^{-q^2/4}$. Their difference is $g=(1+\frac{q^2}4)e^{-q^2/4}$.

At half filling with even $M$ and $\phi=0$ or $1/2$, symmetry allows $\mu=0$ on the mesh and in the integral. With this choice $F=\Omega$ in both, and
\begin{equation}
F_M-F\simeq\sum_{m\ge1}\frac{4v}{\pi m^2M^2}\cos(mMk_F)\cos(2\pi m\phi)\,g\!\left(\frac{mM\sigma}v\right).
\label{sampling}
\end{equation}
By (\ref{slope}), the error of $-\sigma S$ follows by applying $\sigma\,\partial/\partial\sigma$, which replaces $g(q)$ by
\begin{equation}
q\,g'(q)=q\left[-\frac q2\left(1+\frac{q^2}4\right)+\frac q2\right]e^{-q^2/4}=-\frac{q^4}8e^{-q^2/4}.
\end{equation}

\subsection{What the entropy term can see}

For one harmonic, the entropy error divided by the energy error is $-q^4/(8+2q^2)$. Its magnitude is 1 at $q=2$. For smaller $q$ this harmonic shows less in the entropy term than in the energy, with a ratio that falls as $q^4$. For larger $q$ it shows more. The sum over harmonics need not follow this power at small $q$, where many of them contribute. As $\sigma\to0$ on a fixed mesh, the entropy term vanishes faster than any power of $\sigma$ if $\mu$ keeps a fixed distance from all levels, but only linearly if a level lies at $\mu$. Lying inside a gap is not enough: the off-centre solution of the eight-point mesh stays about $0.84\sigma$ from a level, and its entropy term is 145, 72 and 36 $\mu$Ha at $\sigma=0.01$, $0.005$ and $0.0025$ Ha. Near the Fermi level the mesh levels on one branch are spaced by $\Delta\varepsilon=2\pi v/M$, so the first harmonic has $q=M\sigma/v=2\pi\sigma/\Delta\varepsilon$. The crossover $q=2$ means $\sigma=\Delta\varepsilon/\pi$.

For $t_3=0$ and $\sigma=0.01$ Ha, $v=0.1$ Ha and $q=M/10$. The 20-point meshes sit at the crossover. Their prefactor is $4v/(\pi M^2)=318\ \mu$Ha, and $g(2)=0.736$, $g(4)/4=0.023$. For $\phi=1/2$ the harmonics alternate in sign, and
\begin{equation}
F_{20}-F\simeq318\,(-0.736+0.023)\ \mu\text{Ha}=-227\ \mu\text{Ha}.
\end{equation}
For $\phi=0$ they add to $+241\ \mu$Ha. The direct sums give $-227$ and $+242\ \mu$Ha. The first harmonic of $-\sigma S$ has the opposite sign and equal size, which is why (\ref{extra}) moves the energy the wrong way.

For $M=8$ and $\phi=1/2$, the limit $\sigma\to0$ of (\ref{sampling}) uses $g=1$ and $\sum_m(-1)^m/m^2=-\pi^2/12$:
\begin{equation}
F_8-F\simeq-\frac{\pi v}{3M^2}=-1636\ \mu\text{Ha},
\end{equation}
within 2\% of the direct $-1666\ \mu$Ha. The entropy term of the complete integral is $0.814\ \mu$Ha, so its sampling error is $-0.797\ \mu$Ha. The two nearly cancel, and the tiny total is a product of sampling error rather than evidence against it.

With $M=80$ and $\phi=1/2$ the sampling error of $F$ is $-7\times10^{-5}\ \mu$Ha, and $-\sigma S=0.816\ \mu$Ha is close to its converged value. This entropy term is almost fifty times that of the eight-point mesh, while the total error $F_M-E_0$, $0.202\ \mu$Ha against $-1666\ \mu$Ha, is smaller by nearly four orders of magnitude. Formula (\ref{sampling}) gives $-4\times10^{-5}\ \mu$Ha here, the right order but too small. For $F$ the formula agrees with the direct sums to within a few percent on the 8- and 20-point meshes. Its version for $-\sigma S$ agrees on the 20-point meshes, but for $M=8$, $\phi=1/2$ it gives $+0.008\ \mu$Ha instead of $-0.797\ \mu$Ha, because a linearized band has $D''=0$ and no converged entropy term to cancel. At $q=8$ it fails mainly because the band was linearized: the error is then exponentially small and sensitive to the exact shape of the band. The dropped term contributes less than 1\% there.

\section{A vanishing entropy term with perfect sampling}

Even on a converged mesh, $S=0$ does not imply $F=E_0$. Integrating (\ref{slope}) from zero width gives
\begin{equation}
F(\sigma)-E_0=-\int_0^\sigma S(\sigma')\,d\sigma'.
\end{equation}
A zero of $S$ is a stationary point of $F(\sigma)$; the integral up to it need not vanish. The chain with $t_3=0$ at half filling must have such a zero. At small $\sigma$ the law gives $-\sigma S>0$. For $\sigma>2\sqrt2\,t$ every level has $x^2<1/2$, so $s>0$ and $-\sigma S<0$. A numerical root search on the 4000-point mesh finds a zero at $\sigma=0.0796$ Ha, where $F-E_0=687\ \mu$Ha.

This $\sigma$ is 0.40 of the band width $4t$, far outside the regime of (\ref{law}). All energies of this chain scale with $t$, so a band ten times narrower has the zero at $\sigma=0.00796$ Ha. A width that is small for a broad band can be large for a narrow one.

The order of work follows. At fixed $\sigma$, refine the mesh until $F$ itself, or the energy difference of interest, stops changing over several clearly different meshes and offsets. Two meshes are not enough, because the sampling error oscillates with $M$: for $t_3=0$, $n=0.6$, $\phi=0$ and $\sigma=0.01$ Ha, the meshes $M=12$ and $13$ differ by $0.07\ \mu$Ha while both are wrong by $578\ \mu$Ha. Then vary $\sigma$. If $F-E_0$ follows the $\sigma^4$ law, a quarter of $-\sigma S$ is its leading smearing error, and (\ref{extra}) removes it.

Numerical values quoted here were computed with a short program.
